**Six-well cubic magnet: relaxation at 4k and 6k**

A cubic magnetic particle hops at rate k from each easy direction to each of its four perpendicular neighbours. The program builds the six-well rate matrix from this geometry and asserts that its decay rates are 0, 4k (three times) and 6k (twice). It also asserts that a direct reversal rate k' changes the magnetization rate to 4k + 2k' and leaves the quadrupole rate at 6k. An independent calculation treats continuous thermal motion on the sphere, where K1 is the anisotropy constant, V the volume and alpha the damping. With precession dropped (strong damping), it asserts a rate ratio near 3/2 and a barrier near K1 V/4. For the 12 nm example with alpha = 0.1, the output gives k = 16.7 per second, k'/k = 0.06 and a rate ratio of 1.457. The output also gives a cube edge of 15.7 nm for 90 % magnetization retention over ten years at 300 K, with K1 and the rate prefactor held fixed. The remaining lines size the effects of elongation, stray field, heating, non-uniform rotation and quantum motion.

## Program and output

```python
"""
Six-well cubic magnet: hopping rate k to each of four perpendicular wells.
Result under test: magnetization decays at 4k, quadrupolar populations at 6k.
A direct reversal rate k' would give 4k + 2k' and 6k.

Symbols: K1 cubic anisotropy constant, Ms magnetization, V volume,
sigma = K1 V / kT, barrier = sigma / 4 in units of kT, alpha = damping.
An independent check uses continuous thermal motion on the unit sphere:
  generator f = Lap f - grad v . grad f + (1/alpha) grad v . (n x grad f)
in units of the rotational diffusion rate D, with v = energy / kT.
"""
import numpy as np
import scipy.sparse as sp
from scipy.sparse.linalg import splu
from scipy.linalg import expm
from scipy.integrate import quad
from scipy import constants as const

# ---------- hopping model, built from the geometry of the wells ----------
wells = np.array([[1, 0, 0], [-1, 0, 0], [0, 1, 0],
                  [0, -1, 0], [0, 0, 1], [0, 0, -1]], dtype=float)
overlap = wells @ wells.T
perpendicular = (np.abs(overlap) < 0.5).astype(float)
opposite = (overlap < -0.5).astype(float)


def hopping_matrix(k_side, k_direct=0.0):
    gain = k_side * perpendicular + k_direct * opposite
    return gain - np.diag(gain.sum(axis=0))


mode_rates = np.sort(-np.linalg.eigvalsh(hopping_matrix(1.0)))
assert np.allclose(mode_rates, [0, 4, 4, 4, 6, 6], atol=1e-12)
direct_test = 0.37
direct_rates = np.sort(-np.linalg.eigvalsh(hopping_matrix(1.0, direct_test)))
assert np.allclose(direct_rates, np.sort([0] + 3 * [4 + 2 * direct_test]
                                         + 2 * [6]), atol=1e-12)
equal_rates = np.sort(-np.linalg.eigvalsh(hopping_matrix(1.0, 1.0)))
assert np.allclose(equal_rates, [0, 6, 6, 6, 6, 6], atol=1e-12)

# effect of exactly one hop on the dipole and on the quadrupole
one_hop = perpendicular / perpendicular.sum(axis=0)
dipole = wells[:, 2]
quadrupole = wells[:, 2] ** 2 - 1 / 3
dipole_factor = (dipole @ one_hop @ dipole) / (dipole @ dipole)
quad_factor = (quadrupole @ one_hop @ quadrupole) / (quadrupole @ quadrupole)
assert np.allclose(dipole @ one_hop, 0)
assert np.allclose(quadrupole @ one_hop, -0.5 * quadrupole)


def populations(kt):
    """Closed form after a start in +z: wells +z, -z, one side well."""
    slow, fast = np.exp(-4 * kt), np.exp(-6 * kt)
    return np.array([1 / 6 + slow / 2 + fast / 3,
                     1 / 6 - slow / 2 + fast / 3, (1 - fast) / 6])


start = np.array([0, 0, 0, 0, 1.0, 0])
for kt in (0.01, 0.1, 0.4, 1.5):
    evolved = expm(hopping_matrix(1.0) * kt) @ start
    up, down, side = populations(kt)
    assert np.allclose(evolved, [side] * 4 + [up, down], atol=1e-12)
short = 1e-3
early = (expm(hopping_matrix(1.0) * short) @ start)[5] / short ** 2
assert abs(early - 2) < 0.02

# ---------- continuous motion on the sphere, spherical-harmonic basis -----
L_MAX = 130
TOP = L_MAX + 4      # margin so that quartic products are exact up to L_MAX
pairs = [(l, m) for m in range(-TOP, TOP + 1) for l in range(abs(m), TOP + 1)]
position = {pair: i for i, pair in enumerate(pairs)}
ell, em = np.array(pairs).T
size = len(pairs)

lower = np.where(ell < TOP)[0]
ll, mm = ell[lower].astype(float), em[lower].astype(float)
z_coef = np.sqrt(((ll + 1) ** 2 - mm ** 2) / ((2 * ll + 1) * (2 * ll + 3)))
z_half = sp.csr_matrix((z_coef, (lower + 1, lower)), shape=(size, size))
z_op = (z_half + z_half.T).tocsr()

can_raise = np.where(em < ell)[0]
raised = np.array([position[(ell[i], em[i] + 1)] for i in can_raise])
ll, mm = ell[can_raise].astype(float), em[can_raise].astype(float)
raise_op = sp.csr_matrix((np.sqrt(ll * (ll + 1) - mm * (mm + 1)),
                          (raised, can_raise)), shape=(size, size))
n_plus = (z_op @ raise_op - raise_op @ z_op).tocsr()   # x + i y
axes = [((n_plus + n_plus.T) / 2).tocsr(),
        ((n_plus - n_plus.T) / 2j).tocsr(), z_op]
angular = [((raise_op + raise_op.T) / 2).tocsr(),
           ((raise_op - raise_op.T) / 2j).tocsr(),
           sp.diags(em.astype(float)).tocsr()]

inside = np.where(ell <= L_MAX)[0]
unit = (axes[0] @ axes[0] + axes[1] @ axes[1] + axes[2] @ axes[2]).tocsr()
unit_error = unit[inside][:, inside] - sp.identity(len(inside), format="csr")
assert abs(unit_error).max() < 1e-11

# gradient of v / sigma, where v = (sigma / 2)(1 - x^4 - y^4 - z^4)
gradient = [-2 * (a @ a @ a) for a in axes]
diffusion = sp.diags(-(ell * (ell + 1)).astype(float)).tocsr()
drift = sp.csr_matrix((size, size), dtype=complex)
precession = sp.csr_matrix((size, size), dtype=complex)
for a in range(3):
    b, c = (a + 1) % 3, (a + 2) % 3
    rotation = 1j * angular[a]                       # (n x grad)_a
    torque = axes[b] @ gradient[c] - axes[c] @ gradient[b]
    drift = drift - torque @ rotation
    precession = precession + gradient[a] @ rotation


def slow_rate(residue, sigma, inverse_damping, cutoff=L_MAX):
    """Smallest decay rate, in units of D, among m = residue (mod 4).
    Residue 1 holds the dipole x + i y, residue 2 holds x^2 - y^2."""
    keep = np.where((em % 4 == residue) & (ell <= cutoff))[0]
    full = -(diffusion + sigma * (drift + inverse_damping * precession))
    block = full.tocsr()[keep][:, keep].tocsc()
    solver = splu(block, permc_spec="NATURAL")
    rng = np.random.default_rng(1)
    vector = rng.normal(size=len(keep)) + 1j * rng.normal(size=len(keep))
    for _ in range(12):
        vector = vector / np.linalg.norm(vector)
        image = solver.solve(vector)
        inverse_rate = np.vdot(vector, image)
        vector = image
    assert abs(inverse_rate.imag) < 0.01 * abs(inverse_rate)
    return 1 / inverse_rate.real


# ---------- worked example: rough values in the cobalt ferrite regime -----
K1, MS, STIFFNESS, ALPHA = 2e5, 4e5, 1e-11, 0.1      # J/m3, A/m, J/m, none
EDGE, TEMPERATURE = 12e-9, 300.0                     # m, K
thermal = const.k * TEMPERATURE
gamma = const.physical_constants["electron gyromag. ratio"][0]


def particle(edge):
    """sigma and rotational diffusion rate D (1/s) of a cube."""
    volume = edge ** 3
    rate = ALPHA * gamma * thermal / ((1 + ALPHA ** 2) * MS * volume)
    return K1 * volume / thermal, rate


volume = EDGE ** 3
sigma, diff_rate = particle(EDGE)
barrier = sigma / 4

# strong damping: the ratio 3/2 and the barrier K1 V / 4 must emerge
strong_m = slow_rate(1, sigma, 0.0)
strong_q = slow_rate(2, sigma, 0.0)
strong_ratio = strong_q / strong_m
assert abs(strong_ratio - 1.5) < 0.015
small_edge = 11e-9
sigma_small, diff_small = particle(small_edge)
strong_q_small = slow_rate(2, sigma_small, 0.0)
slope = -(np.log(strong_q / sigma) - np.log(strong_q_small / sigma_small)) \
    / (sigma - sigma_small)
assert abs(slope - 0.25) < 0.01

# damping of the example, with a check of the basis size
rate_m = slow_rate(1, sigma, 1 / ALPHA)
rate_q = slow_rate(2, sigma, 1 / ALPHA)
assert abs(slow_rate(1, sigma, 1 / ALPHA, 116) / rate_m - 1) < 0.01
assert abs(slow_rate(2, sigma, 1 / ALPHA, 116) / rate_q - 1) < 0.01
example_ratio = rate_q / rate_m

# weak damping: repeated crossings must pull the ratio below 3/2
weak_sigma, weak_alpha = 40.0, 0.02
weak_ratio = slow_rate(2, weak_sigma, 1 / weak_alpha) \
    / slow_rate(1, weak_sigma, 1 / weak_alpha)
assert 1.0 < weak_ratio < 1.42
assert weak_ratio < example_ratio < 1.51

gamma_m, gamma_q = diff_rate * rate_m, diff_rate * rate_q
k_hop = gamma_q / 6
k_direct = (gamma_m - 4 * k_hop) / 2
attempt = k_hop * np.exp(barrier)
k_small = diff_small * slow_rate(2, sigma_small, 1 / ALPHA) / 6
attempt_small = k_small * np.exp(sigma_small / 4)
assert abs(attempt_small / attempt - 1) < 0.25

time = 10e-3
up, down, side = populations(k_hop * time)

# cube edge that keeps 90 % of the magnetization for ten years
ten_years = 10 * const.Julian_year
kept = 0.9
needed = np.log(4 * attempt * ten_years / (-np.log(kept)))
edge_needed = (4 * needed * thermal / K1) ** (1 / 3)
k_needed = attempt * np.exp(-K1 * edge_needed ** 3 / (4 * thermal))
kept_check = (wells[:, 2] @ expm(hopping_matrix(k_needed) * ten_years) @ start)
assert abs(kept_check - kept) < 1e-6

# ---------- neglected effects ----------
aspect = 1.01


def axial_integrand(s):
    return aspect / 2 / ((s + 1) * (s + aspect ** 2) ** 1.5)


n_axial = quad(axial_integrand, 0, np.inf, epsabs=1e-12, epsrel=1e-10)[0]
delta_n = (1 - n_axial) / 2 - n_axial
shape = 0.5 * const.mu_0 * MS ** 2 * delta_n * volume / thermal

# shape energy -shape * z^2 (in kT) shifts wells and saddles
well_energy = -shape * wells[:, 2] ** 2
shape_hops = np.zeros((6, 6))
for i in range(6):
    for j in range(6):
        if perpendicular[i, j]:
            saddle = (wells[i] + wells[j]) / np.sqrt(2)
            saddle_energy = -shape * saddle[2] ** 2
            shape_hops[j, i] = np.exp(well_energy[i] - saddle_energy)
shape_hops -= np.diag(shape_hops.sum(axis=0))
balance = np.exp(-well_energy)
balance /= balance.sum()
assert np.allclose(shape_hops @ balance, 0, atol=1e-12)


def left_mode_rate(mode):
    rate = -(mode @ shape_hops @ mode) / (mode @ mode)
    assert np.allclose(mode @ shape_hops, -rate * mode, atol=1e-10)
    return rate


shape_mz = left_mode_rate(wells[:, 2])
shape_mx = left_mode_rate(wells[:, 0])
shape_qz = left_mode_rate(wells[:, 2] ** 2 - balance @ wells[:, 2] ** 2)

field_energy = MS * volume * 1e-3 / thermal
hot = 310.0
heating = np.exp(barrier * (1 - TEMPERATURE / hot))
wall_width = np.pi * np.sqrt(STIFFNESS / K1)
anisotropy_field = 2 * K1 / MS
quantum = const.hbar * gamma * anisotropy_field / thermal

# ---------- printed numbers ----------
print("Mode rates / k:", " ".join(f"{abs(r):.3f}" for r in mode_rates))
print(f"One-hop factor, dipole: {abs(dipole_factor):.3f}")
print(f"One-hop factor, quadrupole: {quad_factor:.3f}")
print(f"Early opposite population / (kt)^2: {early:.3f}")
print(f"K1: {K1:.1e} J/m3")
print(f"Ms: {MS:.1e} A/m")
print(f"Exchange stiffness: {STIFFNESS:.1e} J/m")
print(f"Damping alpha: {ALPHA:.2f}")
print(f"Cube edge: {EDGE * 1e9:.1f} nm")
print(f"Volume: {volume * 1e27:.0f} nm3")
print(f"Temperature: {TEMPERATURE:.0f} K")
print(f"kT: {thermal / const.e * 1e3:.2f} meV")
print(f"sigma = K1 V / kT: {sigma:.2f}")
print(f"Barrier K1 V / 4: {barrier * thermal / const.e:.4f} eV")
print(f"Barrier / kT: {barrier:.2f}")
print(f"Diffusion rate D: {diff_rate:.3e} 1/s")
print(f"Strong damping, quadrupole/dipole rate: {strong_ratio:.4f}")
print(f"Strong damping, barrier / (K1 V): {slope:.4f}")
print(f"Example damping, quadrupole/dipole rate: {example_ratio:.4f}")
print(f"Weak damping case: sigma {weak_sigma:.0f}, alpha {weak_alpha:.2f}")
print(f"Weak damping, quadrupole/dipole rate: {weak_ratio:.4f}")
print(f"Hopping rate k per neighbour: {k_hop:.2f} 1/s")
print(f"Direct reversal rate k': {k_direct:.3f} 1/s")
print(f"k' / k: {k_direct / k_hop:.4f}")
print(f"Ideal magnetization rate 4k: {4 * k_hop:.2f} 1/s")
print(f"Magnetization rate with k': {gamma_m:.2f} 1/s")
print(f"Quadrupole rate 6k: {gamma_q:.2f} 1/s")
print(f"Ideal magnetization time 1/(4k): {250 / k_hop:.3f} ms")
print(f"Magnetization time with k': {1e3 / gamma_m:.3f} ms")
print(f"Quadrupole time 1/(6k): {1e3 / gamma_q:.3f} ms")
print(f"Prefactor k exp(barrier/kT), 12 nm: {attempt:.3e} 1/s")
print(f"Prefactor k exp(barrier/kT), 11 nm: {attempt_small:.3e} 1/s")
print(f"Chosen time: {time * 1e3:.1f} ms; kt = {k_hop * time:.4f}")
print(f"Population +z: {up:.4f}")
print(f"Population -z: {down:.4f}")
print(f"Population of each side well: {side:.4f}")
print(f"m_z: {up - down:.4f}")
print(f"q_z: {up + down:.4f}")
print(f"Ten-year 90 % retention, barrier / kT: {needed:.2f}")
print(f"Ten-year 90 % retention, k: {k_needed:.3e} 1/s")
print(f"Ten-year 90 % retention, cube edge: {edge_needed * 1e9:.2f} nm")
print(f"1 % elongation, demagnetizing difference: {delta_n:.5f}")
print(f"1 % elongation, energy / kT: {shape:.4f}")
print(f"1 % elongation, m_z rate / k: {shape_mz:.3f}")
print(f"1 % elongation, m_x rate / k: {shape_mx:.3f}")
print(f"1 % elongation, q_z rate / k: {shape_qz:.3f}")
print(f"1 mT field, moment energy / kT: {field_energy:.4f}")
print(f"Heating to {hot:.0f} K, factor on k: {heating:.3f}")
print(f"Domain-wall width: {wall_width * 1e9:.1f} nm")
print(f"Anisotropy field 2 K1 / Ms: {anisotropy_field:.2f} T")
print(f"Precession quantum / kT: {quantum:.5f}")
print("all assertions hold")
```

Output:

```
Mode rates / k: 0.000 4.000 4.000 4.000 6.000 6.000
One-hop factor, dipole: 0.000
One-hop factor, quadrupole: -0.500
Early opposite population / (kt)^2: 1.993
K1: 2.0e+05 J/m3
Ms: 4.0e+05 A/m
Exchange stiffness: 1.0e-11 J/m
Damping alpha: 0.10
Cube edge: 12.0 nm
Volume: 1728 nm3
Temperature: 300 K
kT: 25.85 meV
sigma = K1 V / kT: 83.44
Barrier K1 V / 4: 0.5393 eV
Barrier / kT: 20.86
Diffusion rate D: 1.045e+08 1/s
Strong damping, quadrupole/dipole rate: 1.5000
Strong damping, barrier / (K1 V): 0.2500
Example damping, quadrupole/dipole rate: 1.4566
Weak damping case: sigma 40, alpha 0.02
Weak damping, quadrupole/dipole rate: 1.2482
Hopping rate k per neighbour: 16.67 1/s
Direct reversal rate k': 0.993 1/s
k' / k: 0.0595
Ideal magnetization rate 4k: 66.70 1/s
Magnetization rate with k': 68.68 1/s
Quadrupole rate 6k: 100.04 1/s
Ideal magnetization time 1/(4k): 14.994 ms
Magnetization time with k': 14.560 ms
Quadrupole time 1/(6k): 9.996 ms
Prefactor k exp(barrier/kT), 12 nm: 1.911e+10 1/s
Prefactor k exp(barrier/kT), 11 nm: 1.666e+10 1/s
Chosen time: 10.0 ms; kt = 0.1667
Population +z: 0.5459
Population -z: 0.0326
Population of each side well: 0.1054
m_z: 0.5133
q_z: 0.5785
Ten-year 90 % retention, barrier / kT: 46.88
Ten-year 90 % retention, k: 8.347e-11 1/s
Ten-year 90 % retention, cube edge: 15.72 nm
1 % elongation, demagnetizing difference: 0.00397
1 % elongation, energy / kT: 0.1667
1 % elongation, m_z rate / k: 3.680
1 % elongation, m_x rate / k: 4.174
1 % elongation, q_z rate / k: 5.854
1 mT field, moment energy / kT: 0.1669
Heating to 310 K, factor on k: 1.960
Domain-wall width: 22.2 nm
Anisotropy field 2 K1 / Ms: 1.00 T
Precession quantum / kT: 0.00448
all assertions hold
```
